# Why Molecular Rydberg Spectra Simplify at Half-Turns of the Core

**Q:** I excite a molecule from a compact lower state to Rydberg levels. In some energy regions I see one strong line per principal quantum number. A little higher there are two comparable lines, and higher still the single lines return. The core rotates at the same rate throughout. What comes and goes?

**A:** Let us take the smallest model that can show this. The core is a rigid linear rotor without electronic angular momentum, with energy $BN^+(N^++1)$. One electron with $l=1$ orbits it, spin is ignored, and the total angular momentum is $J\ge1$. I use atomic units.

The vector sum allows $N^+=J-1,\,J,\,J+1$. The parity is $(-1)^{N^++l}$, so $N^+=J$ stands alone and $N^+=J\pm1$ can mix. I take the second pair and call $J-1$ channel 1 and $J+1$ channel 2.

Far from the core, $N^+$ is the natural label, because the electron sees a Coulomb field and the core turns freely. Close to the core, the electron is fast and feels the molecular axis. There the natural label is $\Lambda$, the projection of its angular momentum on that axis: $\Sigma$ for 0 and $\Pi$ for 1. The corresponding quantum defects are $\mu_\sigma$ and $\mu_\pi$. I neglect the rotation of the core during the short passage through it, and the slow variation of the defects over the rotational energies.

Your line pattern depends on how strongly the finished levels mix $\Sigma$ and $\Pi$.

**Q:** How are the two sets of labels connected?

**A:** Let $\mathbf n$ be the core axis and $\mathbf e$ the direction of the electron. A $p\sigma$ orbital along $\mathbf n$ is $\sqrt{3/4\pi}\;\mathbf e\cdot\mathbf n$, so the $\Sigma$ state is
$$\sqrt{3/4\pi}\,\sum_i e_i\,n_iY_{JM}(\mathbf n).$$
The functions $\sqrt{3/4\pi}\,e_i$ are orthonormal. The weight of $N^+=J-1$ is therefore the squared norm of that part of $n_iY_{JM}$, summed over $i$. It cannot depend on $M$, so we may average over $M$, after which the three directions contribute equally. For $i=z$, the coefficient of $Y_{J-1,M}$ in $\cos\theta\,Y_{JM}$ is $\sqrt{(J^2-M^2)/(4J^2-1)}$. With the average $\overline{M^2}=J(J+1)/3$,
$$u^2=3\,\frac{J^2-J(J+1)/3}{4J^2-1}=\frac{J(2J-1)}{(2J-1)(2J+1)}=\frac{J}{2J+1}.$$
The remaining weight, in $N^+=J+1$, is $v^2=(J+1)/(2J+1)$. With suitable channel signs, $\Sigma=(u,v)$ and $\Pi=(-v,u)$. I shall need
$$c=u^2-v^2=-\frac1{2J+1},\qquad s=2uv,\qquad c^2+s^2=1.$$

**Q:** Where does the orbit enter?

**A:** Through a phase. Let $\nu_1$ and $\nu_2$ be the effective quantum numbers measured from the two thresholds $E_j$, so that $E=E_j-1/(2\nu_j^2)$. In one channel with defect $\mu$, the levels are $\nu=n-\mu$, which is the same as
$$e^{2\pi i\nu}e^{2\pi i\mu}=1.$$
The first factor is the phase gathered outside the core, turning points included. The second is the additional phase from the core.

For two channels, let the vector $b$ hold the outgoing amplitudes just outside the core. The wave comes back as $Pb$, with $P=\mathrm{diag}(e^{2\pi i\nu_1},e^{2\pi i\nu_2})$. The core then acts with a matrix $S$ that has eigenvectors $\Sigma,\Pi$ and eigenvalues $e^{2\pi i\mu_\sigma},e^{2\pi i\mu_\pi}$. A stationary level must reproduce itself:
$$SPb=b .$$
Now put $d=\nu_1-\nu_2$. If $d$ is an integer, $e^{2\pi i\nu_2}=e^{2\pi i\nu_1}$, and $P$ is a number times the unit matrix. The eigenvectors of $SP$ are then those of $S$. The level is pure $\Sigma$ or pure $\Pi$, although the core has rotated during the orbit. This needs $\mu_\sigma-\mu_\pi$ not to be an integer; otherwise $S$ itself singles out no direction.

**Q:** What has an integer $d$ to do with the rotation period?

**A:** The threshold gap is
$$\Delta E=B[(J+1)(J+2)-(J-1)J]=2B(2J+1).$$
The classical rotation frequency is the derivative of $BN(N+1)$ at $N=J$, namely $B(2J+1)$. Hence $T_{\rm rot}=2\pi/[B(2J+1)]$ and
$$\frac{2\pi}{\Delta E}=\frac{T_{\rm rot}}2 .$$
Measure $\nu$ from the mean threshold, so that $E=-1/(2\nu^2)$ there. The level spacing is close to $1/\nu^3$ and the Kepler period is $T_K=2\pi\nu^3$. The ratio of the periods is
$$\rho=\frac{T_K}{T_{\rm rot}/2}=\Delta E\,\nu^3 .$$
The thresholds lie at $\mp\Delta E/2$. With $x=\Delta E\,\nu^2=\rho/\nu$, this gives $1/\nu_{1,2}^2=(1\mp x)/\nu^2$, and therefore
$$d=\nu\left[(1-x)^{-1/2}-(1+x)^{-1/2}\right]=\nu\left(x+\tfrac58x^3+\dots\right)=\rho\left(1+\frac{5\rho^2}{8\nu^2}+\dots\right).$$
To leading order, integer $d$ means that the Kepler period is a multiple of half the rotation period. The relative correction is small while $\rho\ll\nu$. For the period rule to locate a fringe, the shift of $d$ itself, about $5\rho^3/8\nu^2$, must also be small compared with the width of the fringe in $d$, which we shall find below. Integer $d$ is the more accurate condition.

**Q:** Why half a turn? The two ends of my core may be different atoms.

**A:** For a fixed axis, the core acts on the three $p$ orbitals as
$$S(\mathbf n)=e^{2\pi i\mu_\pi}\,\mathbb 1+\left(e^{2\pi i\mu_\sigma}-e^{2\pi i\mu_\pi}\right)\mathbf n\mathbf n^{T}.$$
Reversing $\mathbf n$ leaves this unchanged. An electron that returns after a half-turn meets the same scatterer, even if the ends differ. That is the stroboscopic picture. In the quantum description, the core has no definite direction, and equal phases in $P$ replace the equal orientations.

For unequal ends, that the scatterer is exactly the same rests on a single $l$. A core with unequal ends can also mix $s$ and $p$ waves, and reversing $\mathbf n$ changes the sign of this mixing. The $s$ wave brings in $N^+=J$. Its threshold lies $2BJ$ above one $p$ threshold and $2B(J+1)$ below the other, about $\Delta E/2$ from each. When $d$ is odd, the $s$ channel is then about half a cycle out of step with the $p$ channels. The levels still separate into $\Sigma$ and $\Pi$: an $s$ wave has no projection on the axis, so the core couples it only to $p\sigma$. But the $\Sigma$ levels now have a different $s$–$p$ mixture, and different positions, from those of the fixed core. That part of the fixed-core pattern generally needs a full turn to return, at even $d$, and then only approximately. Such a core also mixes $p$ with $l=2$ waves. These bring in $N^+=J-2,\,J,\,J+2$, whose thresholds are spaced by $2B(2J-1)$ and $2B(2J+3)$ instead of $\Delta E$. With them the separation by $\Lambda$ at integer $d$ is no longer exact.

**Q:** Levels will seldom fall on integer $d$. What happens near it and between?

**A:** We multiply the two matrices. Define the means $\bar\nu=(\nu_1+\nu_2)/2$ and $\bar\mu=(\mu_\sigma+\mu_\pi)/2$, and the angles $\delta=\pi d$ and $\Delta=\pi(\mu_\sigma-\mu_\pi)$. With Pauli matrices,
$$P=e^{2\pi i\bar\nu}(\cos\delta+i\sin\delta\,\sigma_z),\qquad S=e^{2\pi i\bar\mu}(\cos\Delta+i\sin\Delta\,K),$$
where $K=c\,\sigma_z+s\,\sigma_x$ is $+1$ on $\Sigma$ and $-1$ on $\Pi$. Since $\sigma_x\sigma_z=-i\sigma_y$, we have $K\sigma_z=c-is\,\sigma_y$. Apart from the common phase, the product is $\cos\Theta+i\sin\Theta\,\mathbf m\cdot\boldsymbol\sigma$, with $0<\Theta<\pi$, a unit vector $\mathbf m$, and
$$\cos\Theta=\cos\delta\cos\Delta-c\sin\delta\sin\Delta,$$
$$\sin\Theta\;\mathbf m=\begin{pmatrix}s\sin\Delta\cos\delta\\ s\sin\Delta\sin\delta\\ c\sin\Delta\cos\delta+\cos\Delta\sin\delta\end{pmatrix}.$$
The eigenvalues are $e^{\pm i\Theta}$, so there are two branches of levels:
$$\bar\nu+\bar\mu\pm\frac{\Theta}{2\pi}=n .$$
The $\Sigma$ direction is $\mathbf k=(s,0,c)$. The $\Sigma$ share of $b$ is $q_\pm=(1\pm\mathbf m\cdot\mathbf k)/2$. Using $s^2+c^2=1$,
$$q_\pm=\frac12\left[1\pm\frac{\sin\Delta\cos\delta+c\cos\Delta\sin\delta}{\sin\Theta}\right].$$
As a measure of mixing take $4q(1-q)=1-(\mathbf m\cdot\mathbf k)^2$, the squared length of the part of $\mathbf m$ perpendicular to $\mathbf k$. Along $y$, that part of $\sin\Theta\,\mathbf m$ is $s\sin\Delta\sin\delta$. Along $(c,0,-s)$ it is
$$cs\sin\Delta\cos\delta-s(c\sin\Delta\cos\delta+\cos\Delta\sin\delta)=-s\cos\Delta\sin\delta .$$
Adding the squares gives
$$4q(1-q)=\frac{s^2\sin^2(\pi d)}{\sin^2\Theta}.$$
These are the fringes. The mixing vanishes at integer $d$. For large $J$, $c\to0$ and $s\to1$, and halfway between the fringes both levels have equal shares of $\Sigma$ and $\Pi$.

**Q:** My detector sees line strengths, not shares.

**A:** Suppose the light reaches $\Sigma$ alone. The strength is then proportional to $q$, divided by the norm of the level. A wave with outgoing amplitude $b_j$ has a norm proportional to $|b_j|^2$ times the time spent on the orbit, $2\pi\nu_j^3$; I neglect the short time in the core. Relative to the $\Sigma$ line of a non-rotating core at the same $\nu$, the strength is
$$R=\frac{\nu^3q}{w_1\nu_1^3+w_2\nu_2^3},\qquad w_1=\frac{1\pm m_z}2,\quad w_2=1-w_1 .$$
For $x\ll1$ the cubes nearly cancel and $R\approx q$. Each branch gives about one level per Kepler interval. At a fringe one of the two takes almost all the strength; between fringes they divide it. If your light reaches $\Pi$ as well, two lines remain even at the fringe.

**Q:** Can you show this with numbers?

**A:** I take a model core, not a named molecule, with $J=10$ and $B=4\times10^{-7}$ hartree. The electron feels the Coulomb attraction and the core potential
$$[-0.2-0.5\,P_2(\mathbf e\cdot\mathbf n)]\,e^{-(r/3)^2}\ \text{hartree},\quad r\text{ in bohr}.$$
Coupling to other $l$ is left out. The mean of $P_2$ is $2/5$ in $p\sigma$ and $-1/5$ in $p\pi$, so the strengths are $-0.4$ and $-0.1$ hartree.

Diagonalizing the radial Hamiltonian of the fixed core in 360 Coulomb Sturmian functions gives $n-\nu$, which I fit linearly in energy. The mean defects are $\mu_\sigma=0.3315$ and $\mu_\pi=0.0957$, so $\Delta=0.7408$ rad. For the rotating core I diagonalize the two coupled channels in the same basis.

The gap is $\Delta E=2(4\times10^{-7})(21)=1.68\times10^{-5}$ hartree, and half a rotation takes 9.05 ps. The period rule $\nu=(k/\Delta E)^{1/3}$ puts the fringes $k=1,2,3$ at $\nu=39.0,\ 49.2,\ 56.3$. These are neighbouring levels from the diagonalization:

| near $d$ | $\nu$ of the pair | $R$ of the pair |
|---|---|---|
| 0.5 | 30.546, 31.029 | 0.496, 0.529 |
| 1 | 39.159, 39.394 | 0.999, 0.004 |
| 1.5 | 44.506, 45.010 | 0.517, 0.430 |
| 2 | 48.877, 49.635 | 0.007, 0.971 |
| 2.5 | 52.522, 52.988 | 0.521, 0.547 |
| 3 | 56.108, 56.344 | 1.002, 0.001 |

The single strong line appears three times, with shared strength between. The value 1.002 is possible because $R$ contains the ratio of cubes; $q$ cannot exceed 1.

**Q:** Please work through one strong line and one shared line.

**A:** The strong line near $d=1$ has $\nu_1=39.6733$ and $\nu_2=38.6641$, so $d=1.0092$. Then $\cos\delta=-0.9996$ and $\sin\delta=-0.0289$. With $\cos\Delta=0.7379$, $\sin\Delta=0.6749$ and $c=-1/21$,
$$\cos\Theta=-0.7376-0.0009=-0.7385,\qquad \Theta=2.402 .$$
The level condition on the lower branch reads $39.1687+0.2136-0.3822=39.000$, as it should. The share is
$$q_-=\frac12\left[1-\frac{-0.6746+0.0010}{0.6742}\right]=0.9995,$$
and the diagonalized level has the same share to four digits.

For the stronger line near $d=1.5$, $\nu_1=45.2658$ and $\nu_2=43.7837$, so $d=1.4821$, $\cos\delta=-0.0562$ and $\sin\delta=-0.9984$. This gives $\cos\Theta=-0.0415-0.0321=-0.0736$ and, on the upper branch,
$$q_+=\frac12\left[1+\frac{-0.0379+0.0351}{0.9973}\right]=0.4986 .$$
The same core and the same kind of orbit now give an almost even mixture.

**Q:** Do the strong lines near a fringe form an ordinary Rydberg series?

**A:** Nearly. Close to fringe $k$ we may drop the factor $e^{2\pi ik}=1$ and write
$$P=e^{2\pi i\nu_1}\,\mathrm{diag}\left(1,e^{-2\pi i(d-k)}\right).$$
To first order in $d-k$, the $\Sigma$ eigenvalue of $SP$ changes through the weight $v^2$ of channel 2. Its phase becomes $2\pi[\nu_1+\mu_\sigma-v^2(d-k)]$, and the level condition gives
$$\nu_1=n-\mu_\sigma+\frac{J+1}{2J+1}(d-k).$$
At the fringe this is the fixed-core series, counted from the lower threshold. For the line just treated, $39.6733+0.3315-0.5238\times0.0092=40.000$. The integer is 40 here and 39 above because the branch formula counts from $\bar\nu$; at $d=1$ on the lower branch, the two labels differ by one.

**Q:** How wide is a fringe, and do the fringes go on for ever?

**A:** Take large $J$, so that $c=0$ and $s=1$. Then
$$\sin^2\Theta=1-\cos^2\delta\cos^2\Delta=\sin^2\delta+\cos^2\delta\sin^2\Delta,$$
$$4q(1-q)=\frac{\tan^2\delta}{\tan^2\delta+\sin^2\Delta}.$$
Half of the maximal mixing is reached at $|\tan\delta|=|\sin\Delta|$, so the full width in $d$ is $(2/\pi)\arctan|\sin\Delta|$. Here it is about 0.38. Interpolating the mixing of the diagonalized levels across the first fringe gives the same width to two digits.

Since $d\approx\Delta E\,\nu^3$, one Kepler interval changes $d$ by about $3k/\nu$. That is 0.077 at the first fringe and 0.160 at the third, so they span about 4.9 and 2.4 intervals. The number falls as $k^{-2/3}$, because $\nu\propto k^{1/3}$. By this estimate it reaches one near $k=11$, and beyond that a fringe holds only one or two levels of the two branches together. Nearly pure lines still occur there, but no longer as a run of consecutive single lines. Even at small $k$, it is a matter of chance how close a level comes to the centre of a fringe. At $k=2$ the purest level lies at $d=1.964$ and keeps a mixing of 0.028; at the other two fringes a level lies closer, and its mixing is 0.002.

**Q:** What happens at the two extremes, very low $\nu$ and a nearly round core?

**A:** At low $\nu$, $d\ll1$: the core hardly turns during an orbit. If also $\pi d\ll|\sin\Delta|$, the levels lie well inside the fringe $k=0$, the ordinary Born–Oppenheimer regime with good $\Lambda$. The later fringes restore its pattern at orbits that are not short compared with the rotation.

For a nearly round core, $|\sin\Delta|\ll1$ and the fringes become narrow. At $\Delta=0$, $\cos\Theta=\cos\delta$, and away from integer $d$ the mixing is $s^2$ everywhere. The levels then have good $N^+$, and no fringes remain.

**Q:** What could hide the effect in my spectrum?

**A:** Several values of $J$ at once. The fringe positions scale as $(2J+1)^{-1/3}$, so overlapping spectra blur them; selecting one $J$ avoids this. The levels of the other parity, with $N^+=J$ alone, are pure $\Pi$ and show no fringes. Above the lower threshold, channel 1 is open, the levels can autoionize, and the bound-state condition used here no longer applies. The model also assumes a rigid core, a single $l$ and a pure Coulomb field outside a small core region. A real core has long-range dipole, quadrupole or polarization fields, can mix $l$, and can vibrate or predissociate; these effects are not treated here and can perturb the pattern.

Numbers in the example were calculated in double precision.
